# The VV10 constant β from the uniform electron gas: a program that tests the result

```python
"""
Result under test: the VV10 nonlocal correlation energy of a uniform electron
gas vanishes at every density when beta = (1/32) * (3/b^2)^(3/4).

Hartree atomic units inside the program. Symbols:
  n       total electron density       v_F     Fermi velocity
  omega_p plasma frequency             omega0  local frequency of the kernel
  kappa   b * v_F^2 / omega_p          g       omega0 * R^2 + kappa
  Phi     -3 / (2 g g' (g + g'))       ell     sqrt(kappa / omega0)
Energy per electron = beta + (1/2) * integral of n' * Phi (uniform gas).
The example takes the mean valence density of fcc lead (rough lattice constant).
"""
import numpy as np
from scipy.integrate import quad
from scipy import constants as const

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
MEV = 1000.0 * HARTREE_EV


def beta_formula(b):
    return (3.0 / b**2) ** 0.75 / 32.0


def fermi_velocity(n):
    return (3.0 * np.pi**2 * n) ** (1.0 / 3.0)


def plasma_frequency(n):
    return np.sqrt(4.0 * np.pi * n)


def kappa_of(n, b):
    return b * fermi_velocity(n) ** 2 / plasma_frequency(n)


def kernel(g1, g2):
    return -1.5 / (g1 * g2 * (g1 + g2))


def pair_energy(n, kappa, radius=np.inf):
    """Half the integral of n * Phi over a ball, by radial quadrature."""
    omega0 = plasma_frequency(n) / np.sqrt(3.0)

    def integrand(r):
        g = omega0 * r**2 + kappa
        return 4.0 * np.pi * r**2 * kernel(g, g)

    value = quad(integrand, 0.0, radius, epsabs=0.0, epsrel=1e-10, limit=300)[0]
    return 0.5 * n * value


def ball_fraction(x):
    return 2 / np.pi * (np.arctan(x) + x * (x**2 - 1) / (1 + x**2) ** 2)


def modulated_energy(n0, amplitude, wavelength, b, c, points=32,
                     nodes=24, reach=100.0):
    """Energy per electron for n0*(1 + A cos qx), full kernel, direct sums."""
    q = 2.0 * np.pi / wavelength
    step = wavelength / points
    x = step * np.arange(points)
    n = n0 * (1.0 + amplitude * np.cos(q * x))
    slope = -n0 * amplitude * q * np.sin(q * x)
    omega = np.sqrt(c * (slope / n) ** 4 + plasma_frequency(n) ** 2 / 3.0)
    kappa = kappa_of(n, b)
    ell2 = kappa_of(n0, b) * np.sqrt(3.0) / plasma_frequency(n0)
    half = int(np.ceil(reach * np.sqrt(ell2) / step))
    shift = np.arange(-half, half + 1)
    h2 = ((shift * step) ** 2)[:, None]
    # the squared distance parallel to the wave fronts is mapped to (0, 1)
    u, w = np.polynomial.legendre.leggauss(nodes)
    u, w = 0.5 * (u + 1.0), 0.5 * w
    scale = h2 + ell2
    r2 = h2 + scale * u / (1.0 - u)
    area = np.pi * scale * w / (1.0 - u) ** 2
    total = 0.0
    for i in range(points):
        j = (i + shift) % points
        g1 = omega[i] * r2 + kappa[i]
        g2 = omega[j][:, None] * r2 + kappa[j][:, None]
        total += n[i] * np.dot(n[j], (kernel(g1, g2) * area).sum(axis=1))
    return beta_formula(b) + 0.5 * total * step / (points * n0)


def response_formula(amplitude, k, b):
    """Energy per electron to second order in the amplitude, k = q * ell."""
    f3 = (1 + k) * np.exp(-k)
    f4 = (1 + k + k**2 / 3) * np.exp(-k)
    f5 = (1 + k + 2 * k**2 / 5 + k**3 / 15) * np.exp(-k)
    bracket = (1 - f3) / 8 + (1 - f4) / 12 + 25 * (1 - f5) / 288
    return 0.5 * beta_formula(b) * amplitude**2 * bracket


# The constant cancels the pair energy for all densities and all b.
worst = 0.0
for b_test in (1.0, 5.9, 6.0, 15.0):
    for n_test in (1e-4, 1e-2, 1.0, 10.0):
        e_pair = pair_energy(n_test, kappa_of(n_test, b_test))
        worst = max(worst, abs(e_pair / beta_formula(b_test) + 1.0))
assert worst < 1e-8

# Density exponent of the pair energy when kappa is proportional to n^p.
exponents = {}
for p in (0.0, 1.0 / 6.0, 1.0 / 3.0):
    low = pair_energy(0.01, 10.0 * 0.01**p)
    high = pair_energy(0.10, 10.0 * 0.10**p)
    exponents[p] = np.log(high / low) / np.log(10.0)
    assert abs(exponents[p] - (0.25 - 1.5 * p)) < 1e-7

# Worked example: gas with the mean valence density of fcc lead.
b, c = 5.9, 0.0093
lattice_nm, valence = 0.495, 4
density_nm = 4 * valence / lattice_nm**3
n0 = density_nm * BOHR_NM**3
v_f, omega_p = fermi_velocity(n0), plasma_frequency(n0)
omega0, kappa0 = omega_p / np.sqrt(3.0), kappa_of(n0, b)
ell = np.sqrt(kappa0 / omega0)
beta = beta_formula(b)
pair0 = pair_energy(n0, kappa0)

# Part of the pair energy supplied by a finite ball.
balls = []
for radius_nm in (ell * BOHR_NM, 1.0, 2.0, 5.0):
    radius = radius_nm / BOHR_NM
    part = pair_energy(n0, kappa0, radius)
    assert abs(-part / beta - ball_fraction(radius / ell)) < 1e-8
    balls.append((radius_nm, -part / beta, (beta + part) * MEV))

# Density waves: direct sums against the second-order formula.
spacing = lattice_nm / np.sqrt(3.0) / BOHR_NM
assert abs(modulated_energy(n0, 0.0, spacing, b, c)) < 2e-6 * beta
weak = []
for wave, pts in ((spacing, 32), (5.0 * ell, 48)):
    direct = modulated_energy(n0, 0.05, wave, b, c, points=pts)
    formula = response_formula(0.05, 2 * np.pi * ell / wave, b)
    assert abs(direct / formula - 1.0) < 0.03
    weak.append((wave * BOHR_NM, direct * MEV, formula * MEV))

# Long waves: the energy falls about as the square of the wave number.
long40 = modulated_energy(n0, 0.3, 40 * ell, b, c, points=128, reach=200)
long80 = modulated_energy(n0, 0.3, 80 * ell, b, c, points=256, reach=200)
assert long80 > 0.0 and 3.2 < long40 / long80 < 4.5

strong = []
for amp in (0.3, 0.5, 0.9):
    value = modulated_energy(n0, amp, spacing, b, c, points=64)
    no_gradient = modulated_energy(n0, amp, spacing, b, 0.0, points=64)
    second = response_formula(amp, 2 * np.pi * ell / spacing, b)
    strong.append((amp, value * MEV, no_gradient * MEV, second * MEV))
finer = modulated_energy(n0, 0.9, spacing, b, c, points=96, nodes=36)
assert abs(finer * MEV / strong[-1][1] - 1.0) < 1e-3

print("VV10 constant beta from b")
for b_show in (5.9, 6.0, 10.0):
    bt = beta_formula(b_show)
    print(f"b = {b_show:4.1f}: beta = {bt:.6f} hartree = {bt*MEV:.2f} meV")
print(f"largest relative misfit, 16 pairs (n, b): {worst:.1e}")
for p, slope in exponents.items():
    print(f"kappa ~ n^{p:.4f}: pair energy ~ n^{slope:+.4f}")
print("Example: uniform gas at the mean valence density of fcc Pb")
print(f"parameters: b = {b}, C = {c}")
print(f"lattice constant (rough) = {lattice_nm:.3f} nm")
print(f"valence electrons per atom = {valence}")
print(f"density = {density_nm:.1f} nm^-3 = {n0:.5f} bohr^-3")
print(f"Fermi velocity = {v_f:.4f} atomic units")
print(f"Fermi energy = {0.5*v_f**2*HARTREE_EV:.2f} eV")
print(f"plasmon energy = {omega_p*HARTREE_EV:.2f} eV")
print(f"omega_p = {omega_p:.4f} atomic units")
print(f"omega0 = {omega0:.4f} atomic units")
print(f"kappa = {kappa0:.3f} atomic units")
print(f"omega0*kappa = {omega0*kappa0:.4f} atomic units")
print(f"length ell = {ell*BOHR_NM:.4f} nm")
print(f"pair energy per electron (quadrature) = {pair0*MEV:.2f} meV")
print(f"beta = {beta*MEV:.2f} meV")
print(f"|sum| below 1e-5 meV: {abs(pair0+beta)*MEV < 1e-5}")
print("Finite ball: radius, fraction of pair energy, residual at centre")
for radius_nm, fraction, residual in balls:
    print(f"R = {radius_nm:.4f} nm: {fraction:.5f}, {residual:.3f} meV")
print(f"residual at a sharp flat face = {0.5*beta*MEV:.2f} meV")
print("Density waves, energy per electron")
print(f"(111) plane spacing = {spacing*BOHR_NM:.4f} nm")
print(f"k = q*ell at this spacing = {2*np.pi*ell/spacing:.3f}")
for wave_nm, direct, formula in weak:
    print(f"A = 0.05, wavelength {wave_nm:.4f} nm: direct {direct:.5f} meV,"
          f" second order {formula:.5f} meV")
for amp, value, no_gradient, second in strong:
    print(f"A = {amp:.1f}, (111) spacing: direct {value:.3f} meV,"
          f" C = 0: {no_gradient:.3f} meV, second order {second:.3f} meV")
print(f"A = 0.3, wavelength 40 ell: {long40*MEV:.5f} meV")
print(f"A = 0.3, wavelength 80 ell: {long80*MEV:.5f} meV")
print(f"ratio of these two = {long40/long80:.3f}")
print("no test failed")
```

It prints:

```
VV10 constant beta from b
b =  5.9: beta = 0.004971 hartree = 135.26 meV
b =  6.0: beta = 0.004847 hartree = 131.89 meV
b = 10.0: beta = 0.002253 hartree = 61.30 meV
largest relative misfit, 16 pairs (n, b): 4.4e-16
kappa ~ n^0.0000: pair energy ~ n^+0.2500
kappa ~ n^0.1667: pair energy ~ n^-0.0000
kappa ~ n^0.3333: pair energy ~ n^-0.2500
Example: uniform gas at the mean valence density of fcc Pb
parameters: b = 5.9, C = 0.0093
lattice constant (rough) = 0.495 nm
valence electrons per atom = 4
density = 131.9 nm^-3 = 0.01955 bohr^-3
Fermi velocity = 0.8334 atomic units
Fermi energy = 9.45 eV
plasmon energy = 13.49 eV
omega_p = 0.4956 atomic units
omega0 = 0.2862 atomic units
kappa = 8.268 atomic units
omega0*kappa = 2.3658 atomic units
length ell = 0.2844 nm
pair energy per electron (quadrature) = -135.26 meV
beta = 135.26 meV
|sum| below 1e-5 meV: True
Finite ball: radius, fraction of pair energy, residual at centre
R = 0.2844 nm: 0.50000, 67.629 meV
R = 1.0000 nm: 0.96603, 4.595 meV
R = 2.0000 nm: 0.99529, 0.637 meV
R = 5.0000 nm: 0.99969, 0.042 meV
residual at a sharp flat face = 67.63 meV
Density waves, energy per electron
(111) plane spacing = 0.2858 nm
k = q*ell at this spacing = 6.254
A = 0.05, wavelength 0.2858 nm: direct 0.04808 meV, second order 0.04795 meV
A = 0.05, wavelength 1.4222 nm: direct 0.01262 meV, second order 0.01255 meV
A = 0.3, (111) spacing: direct 1.834 meV, C = 0: 1.758 meV, second order 1.726 meV
A = 0.5, (111) spacing: direct 5.895 meV, C = 0: 5.059 meV, second order 4.795 meV
A = 0.9, (111) spacing: direct 42.731 meV, C = 0: 19.638 meV, second order 15.535 meV
A = 0.3, wavelength 40 ell: 0.01224 meV
A = 0.3, wavelength 80 ell: 0.00318 meV
ratio of these two = 3.853
no test failed
```
